# Threshold for Symmetry Breaking of Counterpropagating Light in a Kerr Ring

## The physical situation

A ring resonator is pumped from both sides by one laser. Equal powers enter the clockwise and counterclockwise modes at the same frequency, and nothing in the ring distinguishes the two directions. At low power the two circulating intensities are equal. In a Kerr medium, however, each direction shifts the resonance of the other twice as strongly as it shifts its own, so a small excess in one direction can push the other away from resonance. How much pump power per direction is needed before this feedback can make the intensities unequal?

In normalised units the answer is $8/(3\sqrt3)\approx1.54$. It is derived below first by finding when unequal stationary states exist, and then by finding when the equal state becomes unstable.

## Model and normalisation

Let $|A_j|^2$ be the energy stored in direction $j=1,2$. One longitudinal mode is kept per direction, with equal polarisations, no backscattering, and a Kerr response without delay. The total field is $E_1e^{ikz}+E_2e^{-ikz}$, and its intensity is proportional to

$$|E_1|^2+|E_2|^2+E_1E_2^*e^{2ikz}+E_1^*E_2e^{-2ikz}.$$

Multiply this by the field and keep the terms that vary as $e^{ikz}$. The first two terms give $(|E_1|^2+|E_2|^2)E_1$. The third, acting on $E_2e^{-ikz}$, gives another $|E_2|^2E_1$. The sum is $(|E_1|^2+2|E_2|^2)E_1$, which is the origin of the factor 2.

With time dependence $e^{-i\omega t}$, in the frame of the laser frequency $\omega_L$,

$$\frac{dA_1}{dt}=-\left[\frac{\kappa}{2}+i(\omega_0-\omega_L)\right]A_1+ig\left(|A_1|^2+2|A_2|^2\right)A_1+\sqrt{\kappa_eP},$$

and likewise with 1 and 2 exchanged. Here $\kappa$ is the total energy decay rate, $\kappa_e$ its part due to the coupler, and $P$ the pump power per direction. The Kerr term has the sign $+i$ because a positive $n_2$ lowers the resonance frequency.

The coefficient $g$ is the shift per unit energy. Energy $U$ in a ring of length $L$ carries the circulating power $Uc/(n_gL)$. Over a mode area $\mathcal A$ this changes the index by $n_2Uc/(n_gL\mathcal A)$, and the resonance moves by the fraction (index change)$/n_g$. Hence

$$g=\frac{\omega n_2c}{n_g^2L\mathcal A}.$$

Measure time in units of $2/\kappa$ and set $A_j=\sqrt{\kappa/2g}\,e_j$. Dividing the equation by $(\kappa/2)\sqrt{\kappa/2g}$ gives

$$\dot e_1=-(1+i\Delta)e_1+i\left(|e_1|^2+2|e_2|^2\right)e_1+\sqrt X,$$

$$\Delta=\frac{\omega_0-\omega_L}{\kappa/2},\qquad X=\kappa_eP\,\frac{4}{\kappa^2}\,\frac{2g}{\kappa}=\frac{8g\kappa_e}{\kappa^3}P .$$

## First derivation: when do unequal states exist?

Write $a=|e_1|^2$, $b=|e_2|^2$ and

$$u=a+2b-\Delta,\qquad v=b+2a-\Delta .$$

These are the offsets of the laser above the two shifted resonances, in half linewidths. In a stationary state $(1-iu)e_1=\sqrt X$ and $(1-iv)e_2=\sqrt X$, so

$$a=\frac{X}{1+u^2},\qquad b=\frac{X}{1+v^2}.$$

Subtracting the definitions of $u$ and $v$ removes the detuning: $v-u=a-b$, or $u+a=v+b$. With the intensities inserted, this reads

$$F(u)=F(v),\qquad F(x)=x+\frac{X}{1+x^2}.$$

An unequal state has $a\neq b$, hence $u\neq v$, so $F$ must take one value at two points. Conversely, suppose that $u\ne v$ and $F(u)=F(v)$. Define $a$ and $b$ by the formulas above and choose $\Delta=a+2b-u$. Then $b+2a-\Delta=u+a-b=v$, so both stationary equations hold, and $a-b=v-u\neq0$. Unequal states therefore exist at some detuning if and only if $F$ is not one-to-one.

The function $F$ is continuous and runs from $-\infty$ to $+\infty$. Its slope is

$$F'(x)=1-\frac{2xX}{(1+x^2)^2}.$$

If the slope is negative anywhere, $F$ rises, falls and rises again, and so repeats values. This requires, for some $x>0$,

$$X>T(x),\qquad T(x)=\frac{(1+x^2)^2}{2x}.$$

The smallest value of $T$ follows from

$$T'(x)=\frac{4x^2(1+x^2)-(1+x^2)^2}{2x^2}=\frac{(1+x^2)(3x^2-1)}{2x^2}.$$

The derivative changes from negative to positive at $x=1/\sqrt3$, its only zero for $x>0$. There

$$T_{\min}=\frac{(4/3)^2}{2/\sqrt3}=\frac{8\sqrt3}{9}=\frac{8}{3\sqrt3}.$$

If $X=T_{\min}$, the slope vanishes at one point and is positive elsewhere, so $F$ is still one-to-one. Unequal states thus require

$$X>X_c=\frac{8}{3\sqrt3}.$$

The number is a lower limit that is approached but not attained. As $X$ falls to $X_c$, the two points $u$ and $v$ merge at $1/\sqrt3$, where

$$a=b=\frac{X_c}{4/3}=\frac{2}{\sqrt3},\qquad \Delta_c=\frac{6}{\sqrt3}-\frac1{\sqrt3}=\frac5{\sqrt3}\approx2.89 .$$

A numerical search that found all stationary states of the original pair of equations, for detunings from $-2$ to 8 in steps of 0.02, placed the threshold at 1.5396 and the detuning at 2.88.

**Another cross-phase factor.** Replace the 2 by a number $B$. Then $v-u=(B-1)(a-b)$, and $X$ in $F$ is replaced by $(B-1)X$. For $B>1$ the threshold is $8/[3\sqrt3(B-1)]$. At $B=1$ both directions feel the same shift, so $u=v$ and no unequal state exists. For $B<1$ the slope can vanish at negative $x$, and unequal states appear above $8/[3\sqrt3(1-B)]$. Their meaning is different, as the second derivation will show.

## Second derivation: when does the equal state become unstable?

Let $e_1=e_2=e_0$ with $|e_0|^2=I$. Now $u=3I-\Delta$ and $I(1+u^2)=X$. Set $e_j=e_0+w_j$ and keep first order in $w_j$. The intensity changes are $n_j=e_0^*w_j+e_0w_j^*$, and

$$\dot w_1=(-1+iu)w_1+ie_0(n_1+2n_2),$$

with the same equation for $w_2$ after exchange of indices. In the difference $w=w_1-w_2$ the last bracket becomes $(n_1+2n_2)-(n_2+2n_1)=-(n_1-n_2)$. In the sum it becomes $3(n_1+n_2)$. Both cases have the form

$$\dot w=\left[-1+i(u+cI)\right]w+ice_0^2w^*,$$

with $c=-1$ for the difference and $c=3$ for the sum. Combine this with its complex conjugate and seek growth as $e^{\lambda t}$. The determinant condition is

$$(\lambda+1)^2+(u+cI)^2-c^2I^2=0,$$

so that

$$(\lambda+1)^2=-u^2-2cIu .$$

For $u>0$ and $c=3$ the right side is negative, the real part of $\lambda$ is $-1$, and a change common to both directions decays. For $c=-1$,

$$\lambda=-1\pm\sqrt{2Iu-u^2}.$$

One root is positive when $2Iu>1+u^2$. Since $I=X/(1+u^2)$, this means

$$X>\frac{(1+u^2)^2}{2u}.$$

The minimum can be found here without calculus. The arithmetic mean of four positive numbers is at least their geometric mean, so

$$1+u^2=\tfrac13+\tfrac13+\tfrac13+u^2\ \ge\ 4\left(\frac{u^2}{27}\right)^{1/4}.$$

Squaring gives $(1+u^2)^2\ge16u/(3\sqrt3)$, and division by $2u$ gives $8/(3\sqrt3)$ again. Equality requires $u^2=1/3$.

**The feedback.** Let $a$ rise by a small $\delta$ and $b$ fall by $\delta$. Then $u$ changes by $\delta-2\delta=-\delta$. For $u>0$ the laser lies above the resonance, and the resonance of direction 1 has moved towards it. The stationary response $a=X/(1+u^2)$ then rises by $G\delta$, where

$$G=\frac{2uX}{(1+u^2)^2}.$$

The imbalance sustains itself when $G=1$ and grows when $G>1$. This is also the condition $F'<0$, since $F'(u)=1-G$.

**Reaching the unstable band.** At fixed $X$ the equal state obeys $\Delta=3X/(1+u^2)-u$, so for $u>0$

$$\frac{d\Delta}{du}=-\frac{6uX}{(1+u^2)^2}-1<0 .$$

A slow scan that starts with the laser far above resonance ($\Delta$ large and negative, $u$ large) therefore lowers $u$ continuously until the band is reached. For $X\gg1$ the edges of the band follow from $(1+u^2)^2=2uX$. One edge has large $u\approx(2X)^{1/3}$, the other small $u\approx1/(2X)$. To leading order the corresponding detunings are

$$\Delta_1\approx\tfrac32(2X)^{1/3}-(2X)^{1/3}=\tfrac12(2X)^{1/3},\qquad \Delta_2\approx3X .$$

Far above threshold, equal operation is thus unstable over most of the detuning range in which the resonance is dragged along. Near threshold the band shrinks to the single point $\Delta_c$. At any other detuning more power is needed, and for $\Delta<\sqrt3$ no power is enough: on the edge of the band $I=(1+u^2)/(2u)$, so $\Delta=(3+u^2)/(2u)$, which is never smaller than $\sqrt3$.

## What each derivation assumes

Both derivations rest on the same mode equations and equal pumps. The first uses only stationary solutions. It makes no assumption that the imbalance is small, so it excludes unequal states of any size below $X_c$, including states unconnected to the equal one. It does not say whether a state is stable or how it is reached.

The second uses the time dependence, but only for small departures from the equal state. It shows that the symmetry breaks from an arbitrarily small disturbance. Alone, it could not exclude a large unequal state at lower power.

The case of general $B$ shows why both are needed. The stability calculation then has $c=1-B$ for the difference and $c=1+B$ for the sum. If $0<B<1$, the difference can grow only for $u<0$, when $2(1-B)I|u|>1+u^2$. The sum grows when $2(1+B)I|u|>1+u^2$, which is satisfied earlier. The equal state is then already unstable towards a common jump when the unequal branch leaves it. At $B=0$ the directions are independent, and a stable unequal state means that one bistable resonator sits on its upper branch and the other on its lower. For $B=2$ and $u>0$ the sum is stable, so existence and spontaneous breaking have the same threshold.

The two also respond alike to a shift common to both directions, such as slow heating. In the first derivation it cancels from $v-u$. In the second, a shift that depends on $a+b$ has no first-order change when only the difference is disturbed. It moves the required detuning but leaves $X_c$ unchanged. The sum does feel such a shift: a term $h(a+b)$ replaces $c=3$ by $3+2h$ in the stationary response. For a shift of the same sign as the Kerr shift the sum stays stable, but for $h<-2$ it becomes unstable below $X_c$, and the equal state is lost before the symmetry can break.

## A microring at 1550 nm

Take rough values for a low-loss integrated dielectric ring: loaded $Q=2\times10^6$, critical coupling ($\kappa_e=\kappa/2$), $n_g=2.1$, $n_2=2.5\times10^{-15}$ cm²/W, mode area 1.0 µm² and radius 100 µm. Then $\kappa=\omega/Q=6.08\times10^8$ s⁻¹, a linewidth of 96.7 MHz, and $g=3.29\times10^{19}$ s⁻¹J⁻¹. At critical coupling $P=X\kappa^2/(4g)$, so

$$P_c=1.54\times2.81\ \text{mW}\approx4.3\ \text{mW}$$

per direction, or 6.4 dBm. Since $\kappa\propto1/Q$, the threshold scales as $L\mathcal A/(n_2Q^2)$ at fixed wavelength, group index and critical coupling. A tenfold lower $Q$ costs a hundredfold more power.

At the critical point the unheated resonance lies $2.89\times48.4\approx140$ MHz above the laser. The Kerr effect lowers it by $3I=3.46$ half linewidths, or 168 MHz, which leaves the laser 28 MHz above the shifted resonance. Each direction stores 10.7 pJ and circulates 2.4 W.

To see the splitting, the equations were integrated through a scan from $\Delta=-2$ to the detuning where $u=1/\sqrt3$. One field was then displaced by $10^{-3}$ and followed for 900 time units. With the pump 5% below threshold, the intensity difference fell below $10^{-13}$. With it 5% above, at $\Delta=3.06$, the intensities settled at 1.46 and 0.96, a ratio of 1.52.

## What a real ring changes

**Backscattering.** Add $i\beta e_2$ to $\dot e_1$ and $i\beta e_1$ to $\dot e_2$, with real $\beta$. The combinations $e_1\pm e_2$ then have detunings $\Delta\mp\beta$, a splitting of $\beta$ full linewidths. The equal state has $u=3I-\Delta+\beta$. In the difference equation $u$ is replaced by $r=u-2\beta$, so instability begins at $2Ir=1+r^2$, or

$$X=\frac{(1+r^2)\left[1+(r+2\beta)^2\right]}{2r}.$$

At $r=1/\sqrt3$ the derivative with respect to $\beta$ at $\beta=0$ is $2(1+r^2)=8/3$. For $\beta=\pm0.05$ this predicts a change of $\pm0.13$, or about 9% of $X_c$. Full minimisation gives $+9.4\%$ and $-8.0\%$. The sign depends on the phase of the scattering relative to the pumps. For scattering without loss the two added terms are in general $i\beta e_2$ and $i\beta^*e_1$, so a phase that makes $\beta$ complex removes the exchange symmetry itself.

**Unequal pumps.** Let the two powers be $X_c\pm\delta X/2$ at $\Delta=\Delta_c$. With $s=a+b$, $d=a-b$ and $D=\tfrac32s-\Delta$, we have $u=D-d/2$ and $v=D+d/2$. The difference and the sum of the stationary equations are

$$\delta X=d\left(1+D^2+\tfrac14d^2-sD\right),$$

$$2X_c=s(1+D^2)+d^2\left(\tfrac14s-D\right).$$

At $s=4/\sqrt3$ and $D=1/\sqrt3$ the coefficient of $d^2$ in the second equation vanishes, and the equation holds for every $d$. The first then gives $\delta X=d^3/4$, or

$$d=(4\,\delta X)^{1/3}.$$

On this branch, where $s=4/\sqrt3$, a pump difference of 1% gives $d=0.39$, which is 17% of the total intensity. A state of lower total intensity, with nearly equal directions, can exist at the same detuning. The sharp threshold is therefore smoothed by small imperfections, and a measured imbalance near $X_c$ does not by itself show that the symmetry broke spontaneously.

**Comb sidebands.** A weak sideband pair in one direction feels a shift $2I$ from its own pump and $2I$ from the round-trip average of the other direction. The pair is coupled through $ie_0^2$. If dispersion adds an offset $q$ to its mean detuning, then

$$(\lambda+1)^2=I^2-(u+I-q)^2 .$$

For normal dispersion $q<0$; with $u>0$ the right side is negative and the sidebands decay. For anomalous dispersion they can grow once $I>1$, whereas symmetry breaking at $X_c$ needs $I=1.15$. At the critical point a pair with $q=\sqrt3$ grows at the rate $0.15\,\kappa/2$. The growth window there is $|q-\sqrt3|<1/\sqrt3$, or $1.15<q<2.31$. Mode pairs have $q=q_1m^2$, so at least one falls inside whenever $q_1<0.25$. In the example ring an anomalous group-velocity dispersion of $-100$ ps²/km gives $q_1\approx0.05$, and sidebands start to grow near $X\approx1$, about 2.9 mW, before the symmetry breaks. The single-mode threshold thus applies to normal dispersion; with anomalous dispersion of ordinary size a comb instability comes first.

**Heating and other limits.** At the critical point a fraction $u^2/(1+u^2)=1/4$ of the pump is transmitted and the rest is lost in the ring. If 5% of the lost power becomes heat, a thermal resistance of 500 K/W gives a warming of 0.16 K. With $dn/dT=2.5\times10^{-5}$ K⁻¹ the resonance moves by a further 7.7 half linewidths, more than twice the Kerr shift. The laser must follow it, but the threshold power stays the same. With a rough gain coefficient of $10^{-11}$ cm/W, Raman gain is 11% of the cavity loss. The peak standing-wave field is 0.6 MV/cm, against a rough breakdown field of 10 MV/cm. For an assumed gap of 5 eV, seven photons of 0.80 eV are needed to cross it.

**Comparison with real devices.** Micrometre-scale mode areas, radii near 100 µm and loaded $Q$ of a few million are within reach of low-loss dielectric rings, so a threshold of a few milliwatts is a reasonable scale for them, provided the dispersion is normal. The absence of backscattering is an assumption that can fail at this $Q$, where resolved doublets can occur. For real $\beta$, even a splitting of 5% of the linewidth moves the threshold by 8–9%. For complex $\beta$, equal pumps no longer give equal intensities, and the sharp threshold is smoothed. Silicon cores at this wavelength fall outside the model, because two photons together exceed the silicon gap and create absorbing carriers. The numerical output below lists the values used here.

## Table of computed values

```
NORMALISED RESULTS (dimensionless)
threshold X, formula: 1.53960
threshold X, bisection: 1.53962
critical u: 0.5774
critical intensity per direction: 1.1547
critical detuning, formula: 2.8868
critical detuning, search: 2.880
difference after kick, X 5% below: 3.8e-14
X 5% above threshold: 1.6166
detuning used there: 3.0600
split intensities there: 1.4631, 0.9604
intensity ratio there: 1.523
EXAMPLE INPUTS (rough)
wavelength: 1550 nm
loaded Q (critical coupling): 2.0e+06
index, group index: 2.0, 2.1
Kerr index n2: 2.5e-15 cm2/W
mode area: 1.0 um2
ring radius: 100 um
EXAMPLE RESULTS
kappa: 6.0763e+08 1/s
linewidth kappa/2pi: 96.71 MHz
Kerr shift per energy g: 3.2871e+19 1/(s J)
power for X = 1: 2.808 mW
threshold power per direction: 4.323 mW
threshold power per direction: 6.36 dBm
resonance minus laser (cold): 139.6 MHz
Kerr shift of each resonance: 167.5 MHz
stored energy per direction: 10.67 pJ
circulating power per direction: 2.425 W
transmitted fraction: 0.250
NEGLECTED EFFECTS
backscatter splitting/linewidth: 0.05
threshold X, beta > 0: 1.6837 (+9.4%)
threshold X, beta < 0: 1.4166 (-8.0%)
pump difference/mean: 1.0%
resulting a-b, solved: 0.3949; cube-root law: 0.3949
resulting (a-b)/(a+b): 17.1%
absorbed share of lost power: 5%
thermal resistance: 500 K/W
dn/dT: 2.5e-05 1/K
warming: 0.162 K
thermal shift: 7.72 half linewidths
Raman gain coefficient: 1e-11 cm/W
Raman gain/cavity loss: 0.114
peak standing-wave field: 0.604 MV/cm
rough breakdown field: 10 MV/cm
photon energy: 0.800 eV; assumed gap: 5.0 eV
photons needed to cross gap: 7
peak sideband growth, anomalous: 0.1547 kappa/2
largest growth, normal dispersion: 0.0000 kappa/2
```
